# Thermopower with the chemical potential at a mobility edge, part 2

We seek the thermopower $S$ of a disordered conductor with chemical potential $\mu$ at or near the mobility edge $E_c$. Independent electrons of charge $-e$ ($e>0$) scatter elastically, with conductivity at energy $E$

$$
\sigma(E)=\begin{cases}A\,(E-E_c)^s, & E>E_c,\\ 0, & E<E_c,\end{cases}\qquad s\ge 0 .
$$

Here $f$ is the Fermi function, $g(E)$ the number of states per volume and energy, $T$ the temperature, and $k/e=86.173\ \mu\mathrm{V/K}$. The current density is $J=\sigma\mathcal E$ at uniform temperature, with $\mathcal E$ the effective field, and

$$
\sigma=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad
S=-\frac{\langle E-\mu\rangle}{eT},
$$

where the average has weight $\sigma(E)(-\partial f/\partial E)$.

At $\mu=E_c$, with $x=(E-E_c)/kT$, the thermal weight is $h(x)=e^x/(e^x+1)^2$, and

$$
M_p=\int_0^\infty x^p h(x)\,dx,\qquad \int_{-\infty}^{\infty}y^2h(y)\,dy=2M_2=\frac{\pi^2}{3}.
$$

For $s=1$, $M_1=\ln2$, $M_2=\pi^2/6$, $\sigma=A\,kT\ln2$ and $S=-204.5\ \mu\mathrm{V/K}$. Solving for zero current between reservoirs at $300.5$ K and $299.5$ K confirms this; the mirrored edge, conducting only below $E_c$, gives the opposite sign. For general $s$, $|S|=(k/e)(s+1)\eta(s+1)/\eta(s)$, with

$$
\eta(p)=\sum_{n=1}^\infty\frac{(-1)^{n-1}}{n^p},\qquad \eta(2)=\frac{\pi^2}{12}.
$$

Away from the edge, let $z=(\mu-E_c)/kT$ and, for $p>0$,

$$
F_p(z)=\frac1{\Gamma(p)}\int_0^\infty\frac{x^{p-1}}{e^{x-z}+1}\,dx .
$$

Then $F_p(0)=\eta(p)$, $F_1(z)=\ln(1+e^z)$, $dF_1/dz=1/(1+e^{-z})$, called $F_0(z)$, and $dF_p/dz=F_{p-1}$ for $p>1$. The full result is

$$
S=-\frac ke\left[(s+1)\frac{F_{s+1}(z)}{F_s(z)}-z\right].
$$

For $z\gg1$ its magnitude tends to the Mott formula, $(k/e)\pi^2s/(3z)$. The next question is when that formula becomes usable.

Q: How soon does that formula become usable?

A: For $s=1$ the comparison is as follows, in $\mu\mathrm{V/K}$.

| $z$ | full $\lvert S\rvert$ | Mott $\lvert S\rvert$ |
|---|---|---|
| 1 | 150.9 | 283.5 |
| 2 | 112.4 | 141.7 |
| 5 | 55.8 | 56.7 |

Relative to the full value, the Mott formula is too large by 88% at $z=1$, by 26% at $z=2$ and by under 2% at $z=5$. At $z=0$ it diverges, while the full expression passes smoothly through $204.5\ \mu\mathrm{V/K}$.

Q: And below the edge?

A: For $z\ll-1$ the occupation of the conducting states is small, $1/(e^{x-z}+1)\simeq e^{z-x}$, so $F_p\simeq e^z$ for every $p$. The ratio tends to 1 and

$$
|S|\simeq\frac ke\,(s+1-z)=\frac ke\left[s+1+\frac{E_c-\mu}{kT}\right].
$$

This is the activated behaviour of a semiconductor. At $z=-2$ and $s=1$ it gives $4\times86.17=344.7\ \mu\mathrm{V/K}$; the full value is $350.2$. The constant at the edge lies between a thermopower that falls on cooling, when $\mu$ is fixed above $E_c$, and one that rises on cooling, when $\mu$ is fixed below.

Q: Then a small offset matters. Give me the sensitivity.

A: Differentiate the bracket for $s=1$, using $dF_2/dz=F_1$ and $dF_1/dz=F_0$:

$$
\frac{d}{dz}\frac{e|S|}{k}
=2\left[1-\frac{F_2F_0}{F_1^2}\right]-1
=1-\frac{2F_2F_0}{F_1^2}.
$$

At $z=0$ we have $F_0=1/2$, $F_1=\ln2$ and $F_2=\pi^2/12$, so the slope is

$$
1-\frac{\pi^2}{12(\ln2)^2}=-0.712 .
$$

At 300 K, $kT=25.85$ meV. Raising $\mu$ by 1 meV therefore lowers $|S|$ by $0.712\times86.17/25.85=2.37\ \mu\mathrm{V/K}$.

Q: That exposes a weakness in your temperature independence. In a sample with a fixed number of electrons, $\mu$ moves when the temperature changes.

A: Yes. For a sharp power-law edge, a constant $S$ over a range of temperature requires $(\mu-E_c)/kT$ to stay fixed. The particular value $204.5\ \mu\mathrm{V/K}$ for $s=1$ requires something that holds $\mu$ at $E_c$. Suppose instead that the density is fixed and that $\mu=E_c$ at zero temperature. Let $G(E)$ be the number of states per volume below $E$, so that $G'=g$. Integration by parts gives the density

$$
n=\int G(E)\left(-\frac{\partial f}{\partial E}\right)dE
\simeq G(\mu)+\frac{\pi^2}{6}(kT)^2g'(\mu).
$$

The linear term of the expansion vanished because the weight is even about $\mu$, and the quadratic term used the integral $\pi^2/3$ found above. Write $\mu=E_c+\delta$. Constant $n$ requires, to leading order,

$$
g(E_c)\,\delta+\frac{\pi^2}{6}(kT)^2g'(E_c)=0 .
$$

Take a parabolic band whose bottom lies $\Delta$ below the mobility edge. Then $g\propto\sqrt{E-E_c+\Delta}$ and $g'/g=1/(2\Delta)$ at the edge, so

$$
z=\frac{\delta}{kT}\simeq-\frac{\pi^2}{12}\frac{kT}{\Delta}\qquad(kT\ll\Delta).
$$

The offset measured in units of $kT$ vanishes as $T\to0$. At fixed density, then, $204.5\ \mu\mathrm{V/K}$ is the low-temperature limit of this model, and it is approached linearly in $T$.

Q: Put this into a material rather than letters.

A: Take a film of amorphous indium gallium zinc oxide, a channel material for thin-film transistors, at 300 K. Suppose that a gate holds $\mu$ at the mobility edge throughout the film; this is an idealization, and its limits are discussed at the end. I use rough values: effective mass $0.3\,m_e$, band bottom $\Delta=50$ meV below the edge, $s=1$, and slope $A=1000$ S/cm per eV. The conductivity is

$$
\sigma=A\,kT\ln2=1000\times0.02585\times0.6931=17.9\ \mathrm{S/cm}.
$$

The density follows from filling the parabolic band, with $\varepsilon$ measured from its bottom and $m$ the effective mass:

$$
n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt{\varepsilon}\;d\varepsilon}{e^{(\varepsilon-\Delta)/kT}+1}
=1.1\times10^{19}\ \mathrm{cm^{-3}} .
$$

The effective mobility, counting all these electrons, is $b=\sigma/(en)\simeq10\ \mathrm{cm^2/Vs}$. The thermopower is $-204.5\ \mu\mathrm{V/K}$, whatever the values of $A$, $m$ and $\Delta$.

Q: And if the gate does not follow the temperature?

A: At zero temperature, $\mu=E_c$ corresponds to the density

$$
n_0=\frac{(2m\Delta)^{3/2}}{3\pi^2\hbar^3}=8.3\times10^{18}\ \mathrm{cm^{-3}} .
$$

Keep that density fixed. At 10 K the numerical solution gives $z=-0.0142$ and $S=-205.4\ \mu\mathrm{V/K}$. The slope predicts a rise of $0.712\times0.0142\times86.17=0.87\ \mu\mathrm{V/K}$ in $|S|$, which agrees. At 300 K the solution is $z=-0.53$ and $S=-239\ \mu\mathrm{V/K}$, 17% larger in magnitude than the edge value. To hold $\mu$ at the edge at 300 K, the gate must supply about 35% more electrons than $n_0$.

The 10 K values here and below illustrate the limits of the model. They are not predictions for the film, where hopping between localized states may then matter.

Q: Hopping is my next objection. A perfectly sharp edge at finite temperature is hard to believe.

A: Conduction by states below $\mu$ adds to $\sigma$ but contributes negative $E-\mu$, so it makes $S$ less negative and, if strong enough, reverses its sign. Hopping assisted by phonons is inelastic and lies outside the present model. What the model can describe is a rounded edge with elastic conduction, which adds to $\sigma(E)$ on both sides of $E_c$. As an example, replace the ramp by

$$
\sigma(E)=A\,w\ln\left(1+e^{(E-E_c)/w}\right),
$$

with rounding width $w$. For $E>E_c$, taking $e^{(E-E_c)/w}$ out of the logarithm reproduces the ramp plus a remainder. On both sides the part added to the sharp edge is

$$
A\,w\ln\left(1+e^{-|E-E_c|/w}\right),
$$

which is even about $E_c$. With $\mu=E_c$, the thermal weight is even and $E-\mu$ is odd. The added part therefore contributes nothing to the numerator, which remains $\pi^2/6$. With $r=w/kT$, the denominator becomes $\ln2+d(r)$, where

$$
d(r)=\int_{-\infty}^{\infty}r\ln\left(1+e^{-|x|/r}\right)h(x)\,dx,
\qquad
|S|=\frac ke\,\frac{\pi^2/6}{\ln2+d(r)} .
$$

For small $r$ the logarithm is confined to small $|x|$, where $h\simeq1/4$. Put $u=|x|/r$. By parts, $\int_0^\infty\ln(1+e^{-u})du=\int_0^\infty u\,du/(e^u+1)=\eta(2)$. Thus

$$
d\simeq\frac14\cdot2r^2\cdot\frac{\pi^2}{12}=\frac{\pi^2}{24}\left(\frac{w}{kT}\right)^2 .
$$

With $w=10$ meV at 300 K, the full integral gives $|S|=188.9\ \mu\mathrm{V/K}$, which is 8% below the sharp-edge value.

Q: If $w$ stays at 10 meV while I cool the film, the correction ceases to be small.

A: Then the constant is lost. For $w\gg kT$, the logarithm in $\sigma(E)$ is close to $\ln2$ across the thermal window. The denominator tends to $(w/kT)\ln2$ and

$$
|S|\simeq\frac ke\,\frac{\pi^2}{6\ln2}\,\frac{kT}{w}
=204.5\ \mu\mathrm{V/K}\times\frac{kT}{w}.
$$

This vanishes as $T\to0$. With $\mu$ held at $E_c$ and $w=10$ meV, the full result at 10 K is $17.5\ \mu\mathrm{V/K}$ in magnitude.

The order of limits matters: a sharp edge first and low temperature second gives $204.5$, while the reverse order gives zero. If $w$ shrinks in proportion to $T$, then $r$ is constant and $S$ is again independent of temperature, but with a smaller magnitude. With $\mu$ held at $E_c$, the value $204.5$ needs $w/kT\to0$.

Q: There is also the opposite end. Why should $\sigma(E)$ remain linear several $kT$ above the edge?

A: It need not. Suppose $\sigma(E)=A\varepsilon(1+\varepsilon/W)$ with $\varepsilon=E-E_c>0$. The thermopower becomes

$$
|S|=\frac ke\,\frac{M_2+(kT/W)M_3}{M_1+(kT/W)M_2}.
$$

For $W=0.5$ eV at 300 K and $\mu=E_c$, this is $213\ \mu\mathrm{V/K}$, or 4% above the linear edge. The correction vanishes on cooling because $kT/W$ does. Curvature and rounding therefore spoil the constant thermopower at opposite ends of the temperature range, curvature at the high end and rounding at the low end: the power law must hold from energies well below $kT$ to several $kT$.

Q: You have let phonons scatter nothing and carry nothing. Could they drag the electrons along?

A: An estimate follows from momentum balance. At uniform temperature a field exerts the force $ne\mathcal E=J/b$ per volume on the electrons, in magnitude. Suppose all this momentum passes to phonons of speed $v$ and mean free path $l$, which keep it for a time $l/v$. Their momentum density is then $(J/b)(l/v)$. A phonon of momentum $q$ has energy $vq$ and carries an energy flux $v^2q$, so the heat current is $J\,vl/b$. The Kelvin relation, which follows from Onsager symmetry and also covers heat carried by phonons, says that the heat per charge at uniform temperature is $TS$. Hence

$$
|S_{\rm drag}|\lesssim\frac{v\,l}{b\,T} .
$$

For $v=4000$ m/s, $l=0.5$ nm and $b=9.9\ \mathrm{cm^2/Vs}$ at 300 K, this is $6.7\ \mu\mathrm{V/K}$. It has the same sign as the electronic part, since the phonons are pushed along with the electrons. It is an upper estimate for the chosen $v$ and $l$, because static disorder takes part of the momentum. The choice of $l$ is the weak point. If the electrons had a well-defined momentum, at this density they would couple mainly to phonons with wavelengths of a few nanometres and more, and these may travel much farther than 0.5 nm. The low mobility implies an electron path of only about 1 nm or less, so this restriction on the wavelength is itself rough. With $l=5$ nm the bound would be $67\ \mu\mathrm{V/K}$, so this estimate alone does not show that drag is small. Thermal holes can be ignored: across a gap of about 3 eV their Boltzmann factor is of order $10^{-51}$.

Q: So would you expect to measure $204.5\ \mu\mathrm{V/K}$ on such a transistor?

A: Not in general, and the gate itself is one of the reasons. The mobility near $10\ \mathrm{cm^2/Vs}$ and the density near $10^{19}\ \mathrm{cm^{-3}}$ are in the usual rough range for this oxide at high carrier density. The parabolic band down to a sharp bottom is a simplification of its tail of states, and the linear law is an assumption. The result also depends strongly on the exponent: with $\mu$ still at the edge, $s=0.5$ gives $163.5$ and $s=1.6$ gives $252\ \mu\mathrm{V/K}$.

A gated film also breaks the assumption of a uniform $\mu-E_c$, because the gate field bends the band through the depth. Layers in parallel share the same field and temperature gradient, so zero total current gives an average of their thermopowers weighted by their conductances. The effect can be large. Suppose $\mu$ is at the edge only on the gate side of an undoped film, with no field at the far side, and solve Poisson's equation for the parabolic band with a relative permittivity of 10, neglecting quantum confinement. At 300 K the band then bends by about 64 meV across a 5 nm film and 98 meV across a 10 nm film, and the average $|S|$ is about $294$ and $322\ \mu\mathrm{V/K}$. These numbers illustrate the effect of band bending and are not predictions: in a 5 nm film confinement alone raises the lowest level by about $\pi^2\hbar^2/(2mL^2)=50$ meV, with $L$ the thickness, which is as large as $\Delta$. A bent band with $\mu$ above the edge near the gate and below it farther away can average to $204.5$ by coincidence, but the derivation of that value assumes $\mu=E_c$ throughout the conducting layer. Uniform doping could provide this at one temperature, but at fixed density $\mu$ then leaves the edge when the temperature changes. In a gated film several nanometres thick the condition is not met in general. Interactions between electrons are outside this model, and I have not estimated their effect.

Q: What measurement would then tell your mechanism from a coincidence of numbers?

A: One value near $204.5\ \mu\mathrm{V/K}$ would not do it, since another exponent with an offset in $\mu$ can give the same number. The model makes a joint statement. If $\mu$ is held at a sharp linear edge while $T$ changes, $S$ stays constant and $\sigma$ is proportional to $T$. For a general exponent $\sigma\propto T^s$, and the same $s$ must give the constant through $(s+1)\eta(s+1)/\eta(s)$. Agreement of the two would support the model; disagreement would show that at least one of its conditions fails. The main values used in this discussion are collected in the numerical output below.

## Calculated quantities

```
k/e: 86.1733 uV/K
pi^2/(6 ln 2): 2.37314
S at edge, s=1, closed form: -204.50 uV/K
S at edge, s=1, zero-current solution: -204.50 uV/K
S at mirrored hole edge, zero-current solution: 204.50 uV/K
S at edge, s=0.0: -119.46 uV/K
S at edge, s=0.5: -163.50 uV/K
S at edge, s=1.6: -252.03 uV/K
S at edge, s=2.0: -283.38 uV/K
S for s=1, z=-2.0: -350.24 uV/K
S for s=1, z=1.0: -150.88 uV/K
S for s=1, z=2.0: -112.39 uV/K
S for s=1, z=5.0: -55.81 uV/K
Mott formula for s=1, z=1.0: -283.50 uV/K
Mott formula for s=1, z=2.0: -141.75 uV/K
Mott formula for s=1, z=5.0: -56.70 uV/K
d(e|S|/k)/dz at edge, s=1: -0.7119
Example: amorphous In-Ga-Zn-O, rough typical parameters
Temperature: 300 K
kT: 25.85 meV
Effective mass: 0.30 m_e
Band bottom below edge: 50 meV
Conductivity slope A: 1000 S/cm per eV
S, mu held at edge: -204.50 uV/K
Quadrature shift, 40 to 80 points: 3.4e-11 uV/K
Conductivity: 17.92 S/cm
Carrier density, mu held at edge: 1.125e+19 cm^-3
Effective mobility sigma/(e n): 9.94 cm2/Vs
Change of |S| per meV rise of mu: -2.37 uV/K
Density with mu at edge at T=0: 8.343e+18 cm^-3
z at 10 K, that density fixed: -0.01418
S at 10 K, that density fixed: -205.37 uV/K
z at 300 K, that density fixed: -0.5331
S at 300 K, that density fixed: -239.19 uV/K
Edge rounding width w: 10 meV
S at 300 K with rounded edge: -188.88 uV/K
S at 10 K with same rounding: -17.55 uV/K
Curvature scale of sigma(E): 0.50 eV
S at 300 K with curvature: -213.12 uV/K
Sound speed: 4000 m/s
Phonon mean free path: 0.50 nm
Phonon drag, upper estimate of |S|: 6.71 uV/K
Band gap: 3.0 eV
Hole Boltzmann factor exp(-gap/kT): 4.0e-51
```
